# Relativity contracts every hydrogenic orbital; the iron 3d shell expands through screening

In a self-consistent calculation of the iron atom, replacing the Schrödinger equation by the Dirac equation for all electrons increases the mean radius of the 3d shell by 0.77 %. If the potential of the nonrelativistic atom is kept fixed and the Dirac equation is solved for the 3d electron alone, the radius decreases instead: by 0.91 % for \(3d_{3/2}\) and by 0.27 % for \(3d_{5/2}\). The same equation seems to act on the same orbital in opposite directions.

A tempting reading of the first number is that relativity contracts s and p orbitals and expands d and f orbitals, as a property of the orbital itself. An ion with a single electron refutes this, because nothing in it can screen the nucleus.

## A counter-example: one 4f electron at Z = 80

Hartree atomic units are used, with \(c=1/\alpha=137.036\). The nucleus is a fixed point charge, \(V=-Z/r\), and \(E\) excludes the rest energy \(c^2\). The Dirac equation couples an upper and a lower two-component function,

\[
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_{\rm low}=(E-V)\psi_{\rm up},\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_{\rm up}=(2c^2+E-V)\psi_{\rm low}.
\]

For a central field write \(\psi_{\rm up}=(P/r)\chi_\kappa\) and \(\psi_{\rm low}=i(Q/r)\chi_{-\kappa}\). The spin-angular functions obey \(\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa\) and \(\sigma_r\chi_\kappa=-\chi_{-\kappa}\), where \(\kappa=l\) for \(j=l-\tfrac12\) and \(\kappa=-l-1\) for \(j=l+\tfrac12\). Since \(\sigma_r^2=1\), the product rule for Pauli matrices gives \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\). Hence

\[
c\left(P'+\frac{\kappa}{r}P\right)=(2c^2+E-V)Q,\qquad
c\left(-Q'+\frac{\kappa}{r}Q\right)=(E-V)P. \tag{1}
\]

The state \(4f_{7/2}\) has \(n=4\) and \(\kappa=-4\). For any state with \(\kappa=-n\), try

\[
P=a\,r^\gamma e^{-\lambda r},\qquad Q=-t\,a\,r^\gamma e^{-\lambda r}.
\]

In (1), the terms in \(1/r\) and the constant terms must balance separately. The \(1/r\) terms give

\[
c(n-\gamma)=Zt,\qquad c(n+\gamma)t=Z .
\]

Their product gives \(\gamma=\sqrt{n^2-Z^2\alpha^2}\), and their quotient gives \(t^2=(n-\gamma)/(n+\gamma)\). The constant terms give

\[
c\lambda=(2c^2+E)t,\qquad E=-c\lambda t .
\]

Eliminating \(\lambda\) gives \(E=-(2c^2+E)t^2\), so

\[
E=-\frac{2c^2t^2}{1+t^2}=c^2\left(\frac{\gamma}{n}-1\right).
\]

Then \(2c^2+E=c^2(n+\gamma)/n\), and with \(t=c(n-\gamma)/Z\) the decay constant is \(\lambda=c^2(n^2-\gamma^2)/(nZ)=Z/n\), the same as for Schrödinger's orbital.

The radial density \(P^2+Q^2\) is therefore proportional to \(r^{2\gamma}e^{-2Zr/n}\), whereas the nonrelativistic one is proportional to \(r^{2n}e^{-2Zr/n}\). The ratio of two gamma integrals gives the mean radii

\[
\langle r\rangle_{\rm D}=\frac{n(2\gamma+1)}{2Z},\qquad
\langle r\rangle_{\rm NR}=\frac{n(2n+1)}{2Z}.
\]

For \(Z=80\), \(Z\alpha=80/137.036=0.5838\) and \(\gamma=\sqrt{16-0.3408}=3.9572\). Thus

\[
\langle r\rangle_{\rm D}=\frac{4\times8.9143}{160}=0.22286,\qquad
\langle r\rangle_{\rm NR}=\frac{4\times9}{160}=0.22500\ \text{bohr}.
\]

The f orbital contracts by 0.95 %. Its energy falls from \(-200.00\) to \(-201.08\) hartree.

The mean does not hide an outward shift elsewhere. The ratio of the Dirac density to the Schrödinger density is proportional to \(r^{-2(n-\gamma)}\), which decreases steadily. Both densities integrate to one, so their difference is positive up to one crossing radius and negative beyond it. Its integral from zero to \(r\) first rises and then falls back to zero, and so is positive at every finite \(r>0\). Every sphere about the nucleus holds more of the Dirac electron.

## The general statement

Let \(Z\alpha<1\). For every bound state of one electron in the field \(-Z/r\), compared with the Schrödinger state of the same \(n\) and \(l\),

\[
E_{\rm D}<-\frac{Z^2}{2n^2},\qquad
\langle r\rangle_{\rm D}<\langle r\rangle_{\rm NR}. \tag{2}
\]

"Contraction" here means a smaller mean radius of \(P^2+Q^2\). The proof needs the energy and the radius of states with nodes as well.

### Energy

Define \(\varepsilon=1+E/c^2\), \(\gamma=\sqrt{\kappa^2-Z^2\alpha^2}\) and \(\lambda=c\sqrt{1-\varepsilon^2}\). The condition \(Z\alpha<1\) keeps \(\gamma\) real and positive; the solution starting as \(r^{\gamma}\) is taken, not the one starting as \(r^{-\gamma}\). Insert

\[
P=e^{-\lambda r}\sum_{k\ge0}a_kr^{\gamma+k},\qquad
Q=e^{-\lambda r}\sum_{k\ge0}b_kr^{\gamma+k}
\]

into (1). Equal powers of \(r\) give

\[
\begin{aligned}
(\gamma+k+\kappa)a_k-Z\alpha\,b_k&=\lambda a_{k-1}+c(1+\varepsilon)b_{k-1},\\
(\gamma+k-\kappa)b_k+Z\alpha\,a_k&=c(1-\varepsilon)a_{k-1}+\lambda b_{k-1}.
\end{aligned}
\]

At \(k=0\) the right-hand sides vanish, since \(a_{-1}=b_{-1}=0\). A nonzero pair \(a_0,b_0\) then needs the determinant \((\gamma+\kappa)(\gamma-\kappa)+Z^2\alpha^2\) to be zero, which fixes the leading exponent as \(\pm\gamma\) with \(\gamma\) as defined above. With \(\mu=\sqrt{(1-\varepsilon)/(1+\varepsilon)}\), the second right-hand side is \(\mu\) times the first. The left-hand sides therefore obey

\[
(\gamma+k-\kappa)b_k+Z\alpha\,a_k
=\mu\left[(\gamma+k+\kappa)a_k-Z\alpha\,b_k\right]. \tag{3}
\]

For large \(k\) this makes \(b_k/a_k\to\mu\), and the recursion then gives \(a_k/a_{k-1}\to2\lambda/k\). An endless series would grow like \(e^{2\lambda r}\) and overcome the factor \(e^{-\lambda r}\), so a bound state needs a last term, \(k=n_r\). The right-hand sides for the next \(k\) then vanish, which requires \(b_{n_r}=-\mu a_{n_r}\). Equation (3) becomes

\[
Z\alpha(1-\mu^2)=2\mu(\gamma+n_r)
\quad\Longrightarrow\quad
Z\alpha\,\varepsilon=(\gamma+n_r)\sqrt{1-\varepsilon^2},
\]

because \((1-\mu^2)/(2\mu)=\varepsilon/\sqrt{1-\varepsilon^2}\). Solving for \(\varepsilon\),

\[
\varepsilon=\frac{\gamma+n_r}{N}=\sqrt{1-\frac{Z^2\alpha^2}{N^2}},\qquad
N^2=(\gamma+n_r)^2+Z^2\alpha^2=n_r^2+2n_r\gamma+\kappa^2. \tag{4}
\]

The principal quantum number is \(n=n_r+|\kappa|\). For \(\kappa>0\) the value \(n_r=0\) is excluded: the first recursion at \(k=0\) would make \(b_0/a_0\) positive, while termination requires it to be negative.

Since \(0<\gamma<|\kappa|\), equation (4) gives \(|\kappa|\le N\le n\). Also \(\sqrt{1-x}<1-x/2\) for \(0<x<1\). Therefore

\[
E=c^2\left(\sqrt{1-\frac{Z^2\alpha^2}{N^2}}-1\right)
<-\frac{Z^2}{2N^2}\le-\frac{Z^2}{2n^2}.
\]

This is the first half of (2). It holds for both values of \(j\), so in this field the spin-orbit splitting does not push the upper level above its Schrödinger value.

### Mean radius

The radius follows without normalising the series. From (1), with \(V=-Z/r\),

\[
\begin{aligned}
(P^2+Q^2)'&=-\frac{2\kappa}{r}(P^2-Q^2)+4cPQ,\\
(P^2-Q^2)'&=-\frac{2\kappa}{r}(P^2+Q^2)+4\left(c\varepsilon+\frac{Z}{cr}\right)PQ,\\
(2PQ)'&=2c(P^2+Q^2)-2\left(c\varepsilon+\frac{Z}{cr}\right)(P^2-Q^2).
\end{aligned}
\]

Let \(S_s\), \(D_s\) and \(X_s\) be the integrals of \(r^s(P^2+Q^2)\), \(r^s(P^2-Q^2)\) and \(2r^sPQ\). Multiply each line by \(r^s\) and integrate by parts. For \(s\ge0\) the boundary terms vanish, since the products behave as \(r^{2\gamma}\) at the origin and decay exponentially. The result is

\[
\begin{aligned}
2\kappa D_{s-1}-2cX_s&=sS_{s-1}, &&(5a)\\
2\kappa S_{s-1}-2c\varepsilon X_s-\frac{2Z}{c}X_{s-1}&=sD_{s-1}, &&(5b)\\
c^2S_s-c^2\varepsilon D_s-ZD_{s-1}&=-\frac{cs}{2}X_{s-1}. &&(5c)
\end{aligned}
\]

Normalisation is \(S_0=1\), and \(S_1=\langle r\rangle\) is wanted. At \(s=0\), (5c) gives \(ZD_{-1}=c^2(1-\varepsilon D_0)\), and (5a) then gives \(X_0=\kappa c(1-\varepsilon D_0)/Z\). At \(s=1\), (5a) gives \(2cX_1=2\kappa D_0-1\). Put both into (5b) at \(s=1\):

\[
D_0=2\kappa-\varepsilon(2\kappa D_0-1)-2\kappa(1-\varepsilon D_0)=\varepsilon .
\]

With \(1-\varepsilon^2=Z^2/(c^2N^2)\) from (4), this fixes

\[
X_0=\frac{\kappa Z}{cN^2},\qquad 2cX_1=2\kappa\varepsilon-1 .
\]

Now (5c) at \(s=1\) gives

\[
S_1=\varepsilon D_1+q,\qquad
q=\frac{Z}{2c^2}\left(2\varepsilon-\frac{\kappa}{N^2}\right).
\]

At \(s=2\), (5a) gives \(cX_2=\kappa D_1-S_1\). Half of (5b) is then

\[
(\kappa+\varepsilon)S_1-(1+\kappa\varepsilon)D_1
=\frac{Z}{2c^2}(2\kappa\varepsilon-1).
\]

Multiply by \(\varepsilon\) and replace \(\varepsilon D_1\) by \(S_1-q\). The factor of \(S_1\) becomes \(\varepsilon(\kappa+\varepsilon)-(1+\kappa\varepsilon)=\varepsilon^2-1\), so

\[
\begin{aligned}
(1-\varepsilon^2)S_1
&=\frac{Z}{2c^2}\left[(1+\kappa\varepsilon)\left(2\varepsilon-\frac{\kappa}{N^2}\right)
-2\kappa\varepsilon^2+\varepsilon\right]\\
&=\frac{Z}{2c^2}\left[3\varepsilon-\frac{\kappa+\kappa^2\varepsilon}{N^2}\right].
\end{aligned}
\]

Dividing by \(1-\varepsilon^2\) gives

\[
\langle r\rangle_{\rm D}=\frac{(3N^2-\kappa^2)\varepsilon-\kappa}{2Z}. \tag{6}
\]

As \(c\to\infty\), (1) becomes the Schrödinger equation, \(N\to n\) and \(\varepsilon\to1\). Hence \(\langle r\rangle_{\rm NR}=(3n^2-\kappa^2-\kappa)/(2Z)\), where \(\kappa^2+\kappa=l(l+1)\) for both signs of \(\kappa\).

The comparison is now short. Because \(\varepsilon<1\) and \(|\kappa|\le N\le n\),

\[
0<(3N^2-\kappa^2)\varepsilon<3N^2-\kappa^2\le3n^2-\kappa^2 .
\]

Subtracting \(\kappa\) and dividing by \(2Z\) proves the second half of (2). No step distinguishes d or f from s or p.

### Size of the contraction

For small \(Z\alpha\), \(|\kappa|-\gamma\approx Z^2\alpha^2/(2|\kappa|)\). Therefore \(N^2\approx n^2-(n-|\kappa|)Z^2\alpha^2/|\kappa|\) and \(\varepsilon\approx1-Z^2\alpha^2/(2n^2)\). Equation (6) gives, to leading order,

\[
\langle r\rangle_{\rm D}-\langle r\rangle_{\rm NR}\approx
-\frac{Z\alpha^2}{2}\left[\frac{3n}{|\kappa|}-\frac32-\frac{\kappa^2}{2n^2}\right]. \tag{7}
\]

Since \(\langle r\rangle_{\rm NR}\) scales as \(1/Z\), the fractional contraction grows as \(Z^2\). At fixed \(n\) it weakens as \(|\kappa|\) grows. For \(3d_{5/2}\) the bracket is \(3-1.5-0.5=1\) and \(\langle r\rangle_{\rm NR}=21/(2Z)\), so the fractional change is \(-(Z\alpha)^2/21\). At \(Z=10\) this is \(-0.025\,\%\), in agreement with the diagonalization. At \(Z=80\) it predicts \(-1.62\,\%\), against \(-1.64\,\%\) from the full equation.

At \(Z=80\) the radius changes by \(-12.5\,\%\) for \(1s_{1/2}\), \(-4.6\,\%\) for \(3d_{3/2}\) and \(-2.1\,\%\) for \(4f_{5/2}\). These d and f orbitals contract less than 1s, but the sign is the same. They need not contract less than every p orbital: \(3p_{3/2}\) and \(3d_{3/2}\) have the same \(|\kappa|\), so (7) gives them the same absolute change, which is a larger fraction of the smaller 3d radius. A weak contraction can be overcome by another effect; it is not itself an expansion.

## What changes in an atom

The theorem concerns a bare Coulomb field. It does not prove that the Dirac equation contracts an orbital in every fixed potential, nor does it identify the cause of expansion in an atom. Both questions need a separate argument.

### The direct effect in a fixed screened field

Write \(AP=P'+\kappa P/r\). The first equation in (1) gives \(Q=AP/(cM)\), with \(M=2+(E-V)/c^2\). Multiply the second by \(P\), integrate, and move the derivative from \(Q\) to \(P\):

\[
\int\frac{(AP)^2}{M}\,dr+\int VP^2dr=E\int P^2dr. \tag{8}
\]

For large \(c\), \(1/M\approx\tfrac12-(E-V)/(4c^2)\). The first term gives the Schrödinger energy, which is stationary when \(P\) changes slightly. To first order in \(1/c^2\) it is thus enough to evaluate the second term with the Schrödinger orbital \(P_0\) and its energy \(E_0\):

\[
\Delta E=-\frac{1}{4c^2}\int(E_0-V)(AP_0)^2dr. \tag{9}
\]

The integrand is positive where the electron has positive classical kinetic energy, and that region has the deepest potential. To see which way (9) pulls, compress the orbital to \(\sqrt{s}\,P_0(sr)\) with \(s>1\). The integral becomes

\[
s^2\int\left[E_0-V(r/s)\right](AP_0)^2dr .
\]

If \(V\) rises with \(r\) and the integral is positive at \(s=1\), it grows with \(s\), so compression makes \(\Delta E\) more negative. This favours contraction, but it examines one kind of deformation and is not a theorem.

For iron the full equation decides. The model is a spherical, spin-unpolarised atom, \(3d^64s^2\), in exchange-only LDA with the nonrelativistic exchange functional. In its frozen nonrelativistic potential the Dirac energy shifts are \(-8.03\) millihartree for \(3d_{3/2}\) and \(-2.30\) for \(3d_{5/2}\); equation (9) gives \(-7.94\) and \(-2.29\). Both orbitals contract, by the amounts quoted at the start.

### The effect of the other shells

Consider a thin spherical shell of electronic charge with radius \(R\). It gives another electron the repulsive energy \(q/R\) inside the shell and \(q/r\) outside, where \(q\) is the number of electrons on it. If \(R\) decreases, the repulsion rises everywhere inside the old radius and is unchanged beyond it. Contracting shells therefore screen the nucleus more strongly.

In the fully relativistic iron atom the s shells contract by 1.1 to 1.2 % and the p shells by 0.4 to 0.5 %. To study their influence, run a self-consistent calculation in which 3d obeys the Schrödinger equation and relativity acts on the s and p electrons alone. All densities relax in this run, so its s and p density also contains their response to the changed 3d shell. The number of s and p electrons inside 1.142 bohr, the original mean 3d radius, rises from 16.615 to 16.650.

Put this s and p density into the potential together with the 3d density of the nonrelativistic atom, and solve the Schrödinger equation for 3d. Its energy rises by 32.3 millihartree and its radius grows by 2.9 %. This orbital obeys no relativistic equation at all. It expands because the field has changed.

In the self-consistent run from which this s and p density was taken, the 3d density in the potential has relaxed as well, and the expansion is only 0.99 %. The s and p density is the same in the two calculations, so the reduction comes from the 3d shell's own contribution to the field: a more extended 3d shell repels its own electrons less.

Four self-consistent calculations separate the causes. The changes are relative to the nonrelativistic radius, 1.1416 bohr, and the two Dirac levels are averaged with weights 4 and 6.

| Shells treated relativistically | 3d radius (bohr) | Change |
|---|---:|---:|
| none | 1.1416 | 0 |
| 3d | 1.1391 | −0.22 % |
| s and p | 1.1528 | +0.99 % |
| all | 1.1503 | +0.77 % |

Relativity in the 3d shell alone contracts 3d; relativity in the s and p shells alone expands it. The two separate changes add to \(-0.22+0.99=0.77\,\%\), the combined result to the digits shown, so the effects are nearly additive here. In the last calculation both levels are larger than the nonrelativistic orbital: \(3d_{3/2}\) has a mean radius of 1.1459 bohr and \(3d_{5/2}\) one of 1.1533 bohr. The average 3d energy rises by 0.0098 hartree, or 0.27 eV, and the average radius by 0.0088 bohr, or 0.46 pm.

These sizes belong to this mean-field model, and another functional or open-shell treatment may alter them. Nor does the iron calculation show that every d or f shell expands: the outcome depends on whether the added screening outweighs the direct contraction. For f electrons the present evidence is the one-electron theorem, not an atomic calculation.

The two numbers at the start are now compatible. The frozen-field calculation measures what the Dirac equation does to a 3d electron in a given potential. The self-consistent one also includes what relativity does to the potential, and in iron that contribution is larger and has the opposite sign. The numerical check checks the one-electron formulas by diagonalization and asserts the signs of the separate effects in iron.

## Computed values

```
speed of light c = 137.035999 a.u.
One-electron ion, Z = 80; NR = Schroedinger, D = Dirac
state: E_NR, E_D (hartree); <r>_NR, <r>_D (bohr); change of <r>
1s1/2: -3200.000, -3532.192; 0.018750, 0.016399; -12.540 %
2s1/2: -800.000, -904.848; 0.075000, 0.064974; -13.368 %
2p1/2: -800.000, -904.848; 0.062500, 0.052474; -16.042 %
2p3/2: -800.000, -817.807; 0.062500, 0.060323; -3.484 %
3d3/2: -355.556, -366.143; 0.131250, 0.125245; -4.575 %
3d5/2: -355.556, -358.987; 0.131250, 0.129099; -1.639 %
4f5/2: -200.000, -202.536; 0.225000, 0.220244; -2.114 %
4f7/2: -200.000, -201.077; 0.225000, 0.222858; -0.952 %
Z = 10, 3d3/2: change of <r> = -0.0705 %
Z = 10, 3d5/2: change of <r> = -0.0254 %
Fe atom, Z = 26, 3d6 4s2, exchange-only LDA
NR total energy = -1258.8863 hartree
NR kinetic energy = 1258.8863 hartree
NR 3d: E = -0.247781 hartree, <r> = 1.141573 bohr
Dirac 3d in the frozen NR potential:
3d3/2: energy shift = -8.0258 millihartree
3d3/2: first-order shift = -7.9436 millihartree
3d3/2: <r> = 1.131227 bohr, change -0.9063 %
3d5/2: energy shift = -2.2969 millihartree
3d5/2: first-order shift = -2.2892 millihartree
3d5/2: <r> = 1.138465 bohr, change -0.2722 %
NR 3d with s,p density from the s,p-only relativistic run:
energy shift = 32.2773 millihartree
<r> = 1.174599 bohr, change 2.8930 %
s,p electrons inside r = 1.1416 bohr: 16.61512 NR, 16.64958 relativistic
Self-consistent 3d average, by shells treated relativistically:
no shell: E = -0.247781 hartree, <r> = 1.141573 bohr, change 0.0000 %
3d only: E = -0.248921 hartree, <r> = 1.139089 bohr, change -0.2176 %
s,p only: E = -0.236878 hartree, <r> = 1.152829 bohr, change 0.9860 %
all shells: E = -0.237962 hartree, <r> = 1.150338 bohr, change 0.7678 %
Change of <r>, all shells relativistic against none:
Fe 1s: -1.1675 %
Fe 2s: -1.2272 %
Fe 3s: -1.1069 %
Fe 4s: -1.2149 %
Fe 2p: -0.5325 %
Fe 3p: -0.4245 %
Fe 3d3/2, all relativistic: E = -0.241309 hartree, <r> = 1.145859 bohr
Fe 3d5/2, all relativistic: E = -0.235730 hartree, <r> = 1.153325 bohr
total 3d energy shift = 0.009819 hartree = 0.2672 eV
total 3d radius change = 0.008765 bohr = 0.4638 pm
```
